# Knudsen Diffusivity in a Long Circular Tube with Diffuse Walls

A feature-scale calculation of deposition in a deep, narrow hole must settle early how the precursor moves down the hole. One choice is a one-dimensional diffusion equation, which is cheap but needs a coefficient; the other is to follow free flights from wall to wall. When molecules meet the wall far more often than each other, and the wall re-emits them diffusely, the coefficient is set by the hole diameter and the thermal speed. The theorem below gives its value, and the remarks and the finite-length calculation that follow show how far the diffusion equation departs from the flights.

## Setting and assumptions

A straight circular tube has diameter $d$ and its axis along $z$. It holds a dilute gas of molecules of mass $m$ at temperature $T$; $k$ is Boltzmann's constant. SI units are used. The assumptions are:

1. **Free flight.** Molecules do not collide with each other. The mean free path must greatly exceed $d$ and, if the longest flights are to be undisturbed, the tube length $L$.
2. **Diffuse, thermal wall.** A molecule leaves the wall with no memory of its arrival, and with the velocity distribution of molecules that cross a surface in a gas at rest at temperature $T$.
3. **No loss and no delay.** Molecules do not react at the wall, and their residence time there is negligible beside the time of flight.

The diffusivity $D$ is defined by the axial displacement in an unbounded tube, $\langle z^2(t)\rangle\to 2Dt$ at long times, for a molecule that starts in equilibrium: uniformly over the cross-section, with Maxwellian velocity.

**Theorem.** Under these assumptions

$$D=\tfrac13\,d\,\bar v,\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} .$$

The word "diffuse" carries a precise meaning in assumption 2, which the first lemma makes explicit.

## Lemma 1: how molecules leave the wall

**Lemma.** Let $\chi$ be the angle between the emitted velocity and the inward normal. The direction has probability $\cos\chi\,d\Omega/\pi$ over the hemisphere and is independent of the speed. The emitted speeds satisfy $\langle 1/v\rangle_{\rm em}=1/\bar v$.

**Proof.** In a gas of number density $n$ the velocity distribution is $n(a/\pi)^{3/2}e^{-av^2}$, with $a=m/2kT$. The number crossing unit area per unit time is this distribution times the normal velocity $v\cos\chi$. With $d^3v=v^2\,dv\,d\Omega$, the crossing rate is

$$n\left(\frac a\pi\right)^{3/2} v^3e^{-av^2}dv\;\cos\chi\,d\Omega .$$

It factorizes, so speed and direction are independent. The integral of $\cos\chi$ over the hemisphere is $2\pi\int_0^{\pi/2}\cos\chi\sin\chi\,d\chi=\pi$, which fixes the normalization of the direction law. The speed weight is $v^3e^{-av^2}$, whereas in the volume of the gas it is $v^2e^{-av^2}$. Hence

$$\left\langle\frac1v\right\rangle_{\rm em}=\frac{\int_0^\infty v^2e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}=\frac1{\bar v},$$

because the inverse of this ratio is the definition of the mean speed in the gas. The integrals are $\sqrt\pi/(4a^{3/2})$ and $1/(2a^2)$, so $\bar v=2/\sqrt{\pi a}=\sqrt{8kT/\pi m}$. ∎

Integrating the crossing rate over all speeds and directions gives the wall flux used later:

$$n\left(\frac a\pi\right)^{3/2}\frac{1}{2a^2}\,\pi=\frac{n}{2\sqrt{\pi a}}=\frac{n\bar v}{4}.$$

## Lemma 2: the moments of one flight

**Lemma.** For a flight from wall to wall, the length $\ell$ and axial step $z$ satisfy $\langle\ell\rangle=d$, $\langle z\rangle=0$ and $\langle z^2\rangle=\tfrac23d^2$.

**Proof.** Let $\theta$ be the angle of the flight to the tube axis, and $\varphi$ the angle between its projection on the cross-section and the inward normal. Then $0<\theta<\pi$ and $|\varphi|<\pi/2$. The component along the normal is $\cos\chi=\sin\theta\cos\varphi$, and $d\Omega=\sin\theta\,d\theta\,d\varphi$, so the direction density is

$$P(\theta,\varphi)=\frac1\pi\sin^2\theta\cos\varphi .$$

In projection the molecule starts on a circle of radius $R=d/2$ and travels a distance $q$ at angle $\varphi$ to the inward radius. It is on the circle again when $R^2-2Rq\cos\varphi+q^2=R^2$, that is, when $q=d\cos\varphi$. Since $q=\ell\sin\theta$ and $z=\ell\cos\theta$,

$$\ell=\frac{d\cos\varphi}{\sin\theta},\qquad z=d\cos\varphi\cot\theta .$$

The averages separate into elementary integrals:

$$\langle\ell\rangle=\frac d\pi\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi\int_0^\pi\sin\theta\,d\theta=\frac d\pi\cdot\frac\pi2\cdot2=d,$$

$$\langle z^2\rangle=\frac{d^2}\pi\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\theta\,d\theta=\frac{d^2}\pi\cdot\frac43\cdot\frac\pi2=\frac23d^2 .$$

The mean of $z$ vanishes because $P$ is unchanged under $\theta\to\pi-\theta$, which reverses $z$. ∎

**Remark: random is not enough.** Suppose directions were uniform over the hemisphere, with density $\sin\theta/2\pi$. The mean length would still be $(d/2\pi)\cdot2\cdot\pi=d$. With grazing directions cut off at an angle $\epsilon$ from the axis, however,

$$\langle z^2\rangle=\frac{d^2}{2\pi}\cdot\frac\pi2\cdot2\int_\epsilon^{\pi/2}\frac{\cos^2\theta}{\sin\theta}d\theta\simeq\frac{d^2}{2}\left(\ln\frac2\epsilon-1\right).$$

This is $2.15\,d^2$ for $\epsilon=10^{-2}$ and $6.75\,d^2$ for $\epsilon=10^{-6}$, and it grows without limit. The factor one third therefore depends on the emission law. A simulation that draws uniform directions has no finite diffusivity to converge to.

## Proof by counting flights

All wall points of a circular tube are equivalent, and each emission is independent of the past. Successive flights are therefore independent and have the same distribution. After $N$ flights the cross terms $\langle z_iz_j\rangle=\langle z_i\rangle\langle z_j\rangle$ vanish, and

$$\langle Z_N^2\rangle=N\langle z^2\rangle=\tfrac23Nd^2 .$$

Speed and direction are independent, so the mean duration of a flight is $\langle\ell\rangle\langle1/v\rangle_{\rm em}=d/\bar v$, and $N$ flights take a mean time $Nd/\bar v$. The ratio gives

$$D=\frac{\langle z^2\rangle}{2\,d/\bar v}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.$$

This count fixes the number of flights, while the definition of $D$ fixes the time. The difference involves the unfinished last flight. The next argument works at fixed time and closes that gap.

## Proof by loss of velocity memory

Write $z(t)=\int_0^tv_z\,dt'$. In equilibrium the correlation of $v_z$ at two times depends only on their separation $u$; call it $C(u)=\langle v_z(0)v_z(u)\rangle$. In the double integral for $z^2$, the separation $u$ occurs with weight $2(t-u)$, so

$$\langle z^2(t)\rangle=2\int_0^t(t-u)\,C(u)\,du .$$

Let $\tau$ be the time from the start to the first wall hit. If $\tau>u$, then $v_z$ has not changed. If a hit has occurred, $v_z(u)$ was drawn afresh, with mean zero. The hit times do not bias this draw, because they depend on transverse motion alone, and the emission law, proportional to $v_ne^{-av^2}$ with $v_n$ the normal velocity, makes $v_z$ independent of the transverse components. For the same reason $v_z(0)$ is independent of $\tau$, and

$$C(u)=\frac{kT}{m}\,{\rm Prob}(\tau>u).$$

Dividing $\langle z^2\rangle$ by $2t$ leaves $\int_0^t(1-u/t)C\,du$. Since $C\ge0$, this rises to $\int_0^\infty C\,du$ as $t\to\infty$. The integral of ${\rm Prob}(\tau>u)$ over $u$ is $\langle\tau\rangle$, so

$$D=\frac{kT}{m}\langle\tau\rangle=\frac{kT}{m}\,\langle q\rangle\left\langle\frac1{v_\perp}\right\rangle ,$$

where $q$ is now the transverse distance from an interior point to the wall and $v_\perp$ the transverse speed.

To find the distribution of $q$, fix a transverse direction and cut the disc into parallel chords at offset $b$ from the centre, of length $2\sqrt{R^2-b^2}$. Each chord longer than $q$ contains one element $dq$ of points at distance $q$ from its far end. Such chords have $|b|<\sqrt{R^2-q^2/4}$. Dividing the width of this band by the disc area gives the density

$$p(q)=\frac{2\sqrt{R^2-q^2/4}}{\pi R^2}=\frac{4}{\pi d}\sqrt{1-\frac{q^2}{d^2}},\qquad 0<q<d .$$

Its mean is $\langle q\rangle=(4/\pi d)(d^2/3)=4d/3\pi\approx0.424\,d$. The transverse speed has density $(m/kT)\,v_\perp e^{-mv_\perp^2/2kT}$, so

$$\left\langle\frac1{v_\perp}\right\rangle=\frac m{kT}\int_0^\infty e^{-mv_\perp^2/2kT}dv_\perp=\sqrt{\frac{\pi m}{2kT}} .$$

Combining the factors,

$$D=\frac{kT}{m}\cdot\frac{4d}{3\pi}\sqrt{\frac{\pi m}{2kT}}=\frac d3\cdot4\sqrt{\frac{kT}{2\pi m}}=\frac{d\bar v}3,$$

since $4\sqrt{kT/2\pi m}=\sqrt{8kT/\pi m}$. ∎

**Remark: how late is late enough?** A molecule survives to time $u$ without a hit if $v_\perp<q/u$. Hence

$$C(u)=\frac{kT}m\left\langle1-e^{-mq^2/2kTu^2}\right\rangle\simeq\frac{\langle q^2\rangle}{2u^2}=\frac{d^2}{8u^2}$$

at late times, with $\langle q^2\rangle=(4/\pi d)(\pi d^3/16)=d^2/4$. The memory decays as a power because some molecules move almost parallel to the axis. The shortfall of $\langle z^2\rangle/2t$ below $D$ is

$$\int_t^\infty C\,du+\frac1t\int_0^tuC\,du ,$$

and the second term behaves as $(d^2/8t)\ln t$ plus a constant over $t$. Numerical quadrature of $C$ gives, for times in units of $d/\sqrt{kT/m}$:

| time | $\langle z^2\rangle/2Dt$ |
|---|---|
| 30 | 0.958 |
| 300 | 0.994 |
| 3000 | 0.9992 |

The first row corresponds to about 48 wall hits, since $\bar v=1.596\sqrt{kT/m}$. Even then the spread is 4 percent below the diffusive value. Each tenfold increase in time reduces the shortfall by a factor of less than ten, as the logarithm requires.

## Corollary: Fick's law and the open tube

Deposition models use $D$ in a flux law. Suppose the wall emits as if in contact with gas of density $n_w(z)=n_0+gz$. A molecule passing an interior point at height $z$ left the wall a time $\tau'$ earlier, at height $z-v_z\tau'$, so the local velocity distribution is the unit Maxwellian times $n_0+g(z-v_z\tau')$. The term in $v_z\tau'$ is odd in $v_z$ and adds nothing to the density, which is therefore $n_w(z)$. Averaged over the cross-section, the flux is

$$J=-g\langle v_z^2\tau'\rangle=-\frac{kT}m\langle\tau'\rangle\,g=-D\frac{dn}{dz},$$

because the time back to the wall has the same distribution as the time forward. The profile sustains itself: a wall point receives equally from above and below, so the linear terms cancel and its arrival rate is $n_w(z)\bar v/4$, equal to its emission rate.

Now let a tube of length $L$ join a gas of density $n$ to vacuum. If end effects are ignored, the density falls linearly and $J=Dn/L$. Molecules enter at the rate $n\bar v/4$ per unit area, so the fraction $W$ that leaves at the far end is

$$W\simeq\frac{Dn/L}{n\bar v/4}=\frac{4D}{\bar vL}=\frac{4d}{3L}.$$

**Finite length.** This cannot hold for short tubes, where it would exceed one. The assumptions on the wall still determine $W$ there. Let $K(s)$ be the probability density that a flight from the wall has axial step $s$, and $E(s)=\int_s^\infty K\,ds'$ the probability that it passes a distance $s$ in one chosen direction. Passing $s$ requires $\tan\theta<d\cos\varphi/s$. Differentiating the integral of $P$ over these angles gives, with $u=s/d$,

$$K=\frac1{\pi d}\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi\,d\varphi}{(u^2+\cos^2\varphi)^2}=\frac1d\left[1-\frac{u(2u^2+3)}{2(1+u^2)^{3/2}}\right].$$

The integral follows from $I=\int d\varphi/(u^2+\cos^2\varphi)=\pi/(u\sqrt{1+u^2})$ and its derivative. The integrand equals $1-2u^2/(u^2+\cos^2\varphi)+u^4/(u^2+\cos^2\varphi)^2$, and the last fraction without its factor $u^4$ integrates to $-(1/2u)\,dI/du$. Integrating $K$ with $E(0)=\tfrac12$ gives

$$E=\frac{u^2+\frac12}{\sqrt{1+u^2}}-u .$$

Let $w(x)$ be the probability that a molecule leaving the wall at depth $x$ finally exits at the far end. It either does so directly or lands elsewhere on the wall first:

$$w(x)=E(L-x)+\int_0^LK(|x-y|)\,w(y)\,dy .$$

The first landing after entry has density $4E(x)/d$. In equilibrium as many molecules pass from the mouth, of area $\pi d^2/4$, to a wall ring, of area $\pi d\,dx$, as pass back, and the flux per area is the same on both surfaces. Therefore

$$W=1-\frac4d\int_0^LE\,dx+\frac4d\int_0^LE(x)w(x)\,dx .$$

Solving the equation for $w$ on narrow wall cells gives:

| $L/d$ | $W$ | $W\big/(4d/3L)$ |
|---|---|---|
| 5 | 0.191 | 0.716 |
| 50 | 0.0253 | 0.948 |
| 500 | 0.00265 | 0.993 |

The long-tube formula is too high in all three cases. At the mouth, molecules moving inward carry the full reservoir density, but those moving outward are depleted by losses at the far end. The density there is thus below $n$. At the exit it is above zero, because molecules are still leaving. The end densities assumed in the long-tube formula are therefore not exact. For $L/d=50$ the cross-section averages are $0.990\,n$ at the mouth and $0.010\,n$ at the exit, which accounts for 2.0 of the 5.2 percent shortfall. The rest comes from the flux law, which is not exact either: some flights start in the reservoir or are missing, instead of starting from a wall with a linear density profile. Since $K$ falls only as $s^{-4}$, this effect reaches along the whole tube. For $L/d=50$ the flux lies below $-D\,dn/dz$ by 10 percent one diameter from the mouth and by 1.4 percent at mid-tube. The integral equation includes both effects.

## Remarks on deposition and delay

**Weak deposition.** Let each hit remove a molecule with small probability $\beta$. To leading order in $\beta$ the flights and $D$ are unchanged, and the loss per unit length is $\pi d\,\beta n\bar v/4$. Balancing it against diffusion through the area $\pi d^2/4$ gives

$$\frac{\pi d^2}4\,D\,\frac{d^2n}{dz^2}=\frac{\pi d}{4}\beta\bar v\,n\quad\Rightarrow\quad\frac{d^2n}{dz^2}=\frac{3\beta}{d^2}\,n .$$

The density decays over the length $d/\sqrt{3\beta}$, but only to leading order and only over the first several decay lengths. A wall balance like the integral equation above, with each re-emission weighted by $1-\beta$, gives a decay rate between two and four decay lengths that is about 3 percent lower for $\beta=0.01$ and about 1 percent lower for $\beta=0.001$. Deeper in, long flights from near the mouth leave a power-law tail: for $\beta=0.01$ the wall arrival rate at twenty decay lengths is about $10^{-5}$ of the reservoir value, not $e^{-20}$. Mean speed cancels, so temperature and mass enter only through $\beta$. If $\beta$ is constant along the hole and in time, and the film stays thin beside $d$, a nearly uniform film in a hole closed at its far end needs $L\ll d/\sqrt{3\beta}$. This condition does not apply to a self-limiting reaction, as in atomic layer deposition, where $\beta$ falls as the surface fills and a long enough exposure can cover the whole wall. If $\beta$ is not small, the decay length is comparable with one flight, and the diffusion equation loses its basis.

**Residence on the wall.** If a molecule rests for a mean time $t_r$ at each hit, the time per step becomes $d/\bar v+t_r$ and the long-time diffusivity falls to $D/(1+\bar vt_r/d)$. This slows the filling of a hole. The steady flux driven by a given gas density is unchanged, because in steady state each wall element still emits as many molecules as it receives.

## Worked example

Take round model values for a precursor: mass 100 u, temperature 900 K and molecular collision diameter $\sigma=0.5$ nm. The hole has $d=200$ nm and $L=10$ µm and is treated as open at both ends, with 10 Pa at one end and vacuum at the other.

The density at the entrance is $n=p/kT=8.05\times10^{20}$ m$^{-3}$. The mean free path $1/(\sqrt2\,\pi\sigma^2n)$ is 1.12 mm, about 110 times the tube length, so free flight is a sound assumption. The mean speed is 436.5 m/s, and

$$D=\frac{(200\times10^{-9}\,{\rm m})(436.5\,{\rm m/s})}3=2.91\times10^{-5}\ {\rm m^2/s},$$

or 0.291 cm²/s. The mean time between wall hits is $d/\bar v=0.458$ ns. The time for the root-mean-square displacement in an unbounded tube to reach $L$ is

$$\frac{L^2}{2D}=\frac{(10^{-5}\,{\rm m})^2}{2(2.91\times10^{-5}\,{\rm m^2/s})}=1.72\ \text{µs}.$$

The number of hits in that time is $(L^2/2D)(\bar v/d)=\tfrac32(L/d)^2=\tfrac32(50)^2=3750$. It depends on shape alone. Over that many hits, a reaction probability of only 1/3750 per hit would remove about 63 percent of the molecules. That count belongs to the unbounded tube. In this hole most entering molecules soon return to the mouth. With gas in equilibrium at both ends, the wall area $\pi dL$ divided by the two mouth areas $\pi d^2/2$ gives a mean of $2L/d=100$ hits per entering molecule, so at most about 3 percent of them react. The flux at the far end is affected more: with $L\sqrt{3\beta}/d=\sqrt2$ the diffusion equation lowers it by the factor $\sqrt2/\sinh\sqrt2=0.73$. If the same hole were closed at its far end, the condition for a nearly uniform film at constant $\beta$ would be $\beta\ll d^2/3L^2=1/7500$. With vacuum at one end, as here, the density falls along the hole even without reaction, so a film grown with constant $\beta$ is not uniform.

The long-tube flux is

$$\frac{Dn}L=\frac{(2.91\times10^{-5})(8.05\times10^{20})}{10^{-5}}=2.34\times10^{21}\ {\rm m^{-2}\,s^{-1}} .$$

With the finite-length value $W=0.0253$, the flux $Wn\bar v/4$ is $2.22\times10^{21}$ m$^{-2}$ s$^{-1}$. The simple formula is 5.5 percent high relative to the finite-length result. For this hole the diffusion equation with $D=d\bar v/3$ is adequate if such an error in the flux is acceptable; a closer calculation of the flux can use the integral equation above.
